# Hydrogen Permeation Time Lag under Constant Entry Flux

When hydrogen enters an initially empty membrane at a constant net flux, the permeation time lag is

$$
t_{\rm lag}=\frac{L^2}{2D},
$$

where $L$ is the thickness and $D$ the diffusivity. The formula $L^2/(6D)$ belongs to a constant hydrogen concentration at the entry face. If it is applied to constant-flux data, the inferred diffusivity is

$$
D_{\rm inferred}=\frac{L^2}{6t_{\rm lag}}=\frac{L^2}{6}\,\frac{2D}{L^2}=\frac{D}{3},
$$

three times too small.

## The belief and its appeal

The belief is that the time lag is a property of the membrane: measure it, insert it in $D=L^2/(6t_{\rm lag})$, and the way of charging does not matter. There are fair reasons to think so. The formula contains no surface quantity. Under either kind of charging the exit flux starts at zero and rises to a plateau. The steady concentration profile is also the same straight line, so a constant flux does end in a constant entry concentration.

But the lag records the whole approach to the steady state, and during that approach the two entry conditions differ.

## The lag follows from the stored hydrogen

Let $c(x,t)$ be the hydrogen concentration, with $x=0$ at the entry face and $x=L$ at the exit. Transport is one-dimensional, $D$ is constant, and for now there are no traps. The flux towards the exit is $j=-D\,\partial c/\partial x$, and

$$
\frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial x^2},\qquad c(x,0)=0,\qquad c(L,t)=0 .
$$

The last condition says that hydrogen is removed as soon as it reaches the exit.

Let $Q(t)$ be the amount that has left per unit area, and $j_\infty$ the steady flux. At late times $Q$ approaches the straight line $j_\infty(t-t_{\rm lag})$. The lag is the point where this line, extended backwards, meets the time axis:

$$
t_{\rm lag}=\lim_{t\to\infty}\left[t-\frac{Q(t)}{j_\infty}\right].
$$

What has left is what has entered, $Q_{\rm in}$, minus what is still inside, $M=\int_0^Lc\,dx$:

$$
Q(t)=Q_{\rm in}(t)-M(t).
$$

For a constant net entry flux $J_0$, $Q_{\rm in}=J_0t$ and $j_\infty=J_0$. Therefore

$$
t_{\rm lag}=\lim_{t\to\infty}\left[t-\frac{J_0t-M(t)}{J_0}\right]=\frac{M_\infty}{J_0}.
$$

The lag is the time the source needs to supply the hydrogen held in the steady membrane. In that state the slope is $-J_0/D$ everywhere and $c(L)=0$, so

$$
c_\infty(x)=\frac{J_0}{D}(L-x),\qquad
M_\infty=\frac{J_0}{D}\int_0^L(L-x)\,dx=\frac{J_0L^2}{2D}.
$$

Division by $J_0$ gives $t_{\rm lag}=L^2/(2D)$.

## Where the factor six comes from

Now hold the entry concentration at $c_0$ from $t=0$. The steady flux is $j_\infty=Dc_0/L$, and for equal $j_\infty$ the steady store is again $j_\infty L^2/(2D)$. The entry flux, however, is no longer constant. It is large at first, because the imposed concentration meets an empty metal, and this surge fills part of the store early.

To find its size, multiply the diffusion equation by $L-x$ and integrate over the membrane. With $W=\int_0^L(L-x)c\,dx$, integration by parts gives

$$
\frac{dW}{dt}
=D\left[(L-x)\frac{\partial c}{\partial x}\right]_0^L
+D\int_0^L\frac{\partial c}{\partial x}\,dx .
$$

The bracket vanishes at $x=L$. Its lower limit contributes $-DL\,\partial c/\partial x|_0=Lj_{\rm in}$, where $j_{\rm in}$ is the entry flux. The last integral is $c(L)-c(0)=-c(0)$. Hence

$$
\frac{dW}{dt}=Lj_{\rm in}-Dc(0,t).
$$

For constant concentration, $Dc(0,t)=Dc_0=Lj_\infty$, so $L(j_{\rm in}-j_\infty)=dW/dt$. Integrating from the empty to the steady state,

$$
\int_0^\infty(j_{\rm in}-j_\infty)\,dt=\frac{W_\infty}{L}
=\frac{j_\infty}{DL}\int_0^L(L-x)^2dx=\frac{j_\infty L^2}{3D}.
$$

At late times $Q_{\rm in}=j_\infty[t+L^2/(3D)]$. Subtracting the store gives

$$
t_{\rm lag}=\frac{L^2}{2D}-\frac{L^2}{3D}=\frac{L^2}{6D}.
$$

The subtracted term is the surge. Constant-flux charging has none, so nothing shortens its lag.

## The number

Take hydrogen in an electrochemical double cell, charged on one side and oxidized on the other, with $L=1$ mm, $D=1.0\times10^{-6}$ cm²/s and an absorbed current density of 5 µA/cm². Each hydrogen atom carries one elementary charge in the current, so division by the Faraday constant gives $J_0=5.18\times10^{-11}$ mol/(cm² s). The steady entry concentration is $J_0L/D=5.18\times10^{-6}$ mol/cm³.

With $L^2=0.01$ cm², the lag is

$$
t_{\rm lag}=\frac{0.01}{2\times10^{-6}}\ {\rm s}=5000\ {\rm s}=1.39\ {\rm h}.
$$

The mistaken formula turns this into

$$
D_{\rm inferred}=\frac{0.01}{6\times5000}=3.33\times10^{-7}\ {\rm cm^2/s}.
$$

The charge balance exposes the fault. The steady membrane holds 25 mC/cm² of hydrogen, and a source of 5 µA/cm² needs 5000 s to supply it. A lag of $L^2/(6D)=1667$ s would leave two thirds of that store unaccounted for.

## The full transient distinguishes the two cases

For constant flux, write $c$ as the steady profile minus a decaying part. That part must have zero slope at $x=0$ and vanish at $x=L$, which selects $\cos\lambda_nx$ with $\lambda_n=(2n+1)\pi/(2L)$, $n=0,1,\ldots$:

$$
c=\frac{J_0}{D}(L-x)-\sum_{n=0}^\infty a_n\cos(\lambda_nx)e^{-D\lambda_n^2t}.
$$

The initial condition $c=0$ fixes the coefficients:

$$
a_n=\frac{2J_0}{LD}\int_0^L(L-x)\cos\lambda_nx\,dx=\frac{2J_0}{LD\lambda_n^2}.
$$

Here one integration by parts leaves $(1-\cos\lambda_nL)/\lambda_n^2$, and $\cos\lambda_nL=0$. Differentiating at the exit, where $\sin\lambda_nL=(-1)^n$, gives

$$
\frac{j(L,t)}{J_0}=1-\frac4\pi\sum_{n=0}^\infty\frac{(-1)^n}{2n+1}
\exp\left[-\frac{(2n+1)^2\pi^2Dt}{4L^2}\right].
$$

For constant concentration the decaying part vanishes at both faces, so it consists of $b_n\sin(n\pi x/L)$ with $n=1,2,\ldots$ The initial condition gives

$$
b_n=\frac{2c_0}{L^2}\int_0^L(L-x)\sin\frac{n\pi x}{L}\,dx=\frac{2c_0}{n\pi},
$$

and the exit flux is

$$
\frac{j(L,t)}{j_\infty}=1+2\sum_{n=1}^\infty(-1)^n
\exp\left[-\frac{n^2\pi^2Dt}{L^2}\right].
$$

The slowest decay times are $4L^2/(\pi^2D)=4053$ s and $L^2/(\pi^2D)=1013$ s. They differ by a factor of four, while the lags differ by three. One curve is therefore not the other with a stretched time axis.

The concentration series also shows how far constant flux is from constant concentration. Setting $x=0$ and dividing by $J_0L/D$,

$$
\frac{c(0,t)}{c_\infty(0)}=1-\sum_{n=0}^\infty\frac{8}{(2n+1)^2\pi^2}e^{-D\lambda_n^2t}.
$$

After 500 s this is 0.25: the entry face has reached a quarter of the concentration that the mistaken formula assumes from the start.

Solving the flux series numerically for the times at which the flux reaches 10% and 90% of its plateau gives:

| Entry condition | $t_{10}$ | $t_{90}$ | $t_{90}/t_{10}$ |
|---|---:|---:|---:|
| Constant flux | 1302 s | 10311 s | 7.92 |
| Constant concentration | 661 s | 3035 s | 4.59 |

Both times scale as $L^2/D$, so their ratio separates these two ideal cases before $D$ is known. A measured ratio that fits neither is a warning that another process takes part. A ratio that fits one of them does not prove that case. The saturable traps treated below lower the constant-flux ratio: for $Kc_0=100$ it is 5.65 at $N_T=2\times10^{-7}$, 4.5 at $4\times10^{-7}$ and 3.1 at $10^{-6}$ mol/cm³. Trapped constant-flux data can therefore pass for constant concentration.

Reading the lag from the plateau fraction does not help. At its own lag the flux stands at 0.629 of the plateau for constant flux and 0.617 for constant concentration. The 63% time therefore lies close to the lag in both cases. For constant flux it is 5009 s, and $L^2/(6t_{63})$ again gives $3.33\times10^{-7}$ cm²/s.

The slow decay also demands a long record. A tangent to $Q(t)$ drawn at time $t$ meets the axis at $t-Q/j$. Drawn at 10000 s, it gives 3904 s instead of 5000 s; drawn at 20000 s, it gives 4824 s. Even with the correct formula, stopping too early makes $D$ too large.

## Constant current need not mean constant flux

The result requires a constant net flux into the metal. A constant cathodic current secures this if the part that is not absorbed does not change as the metal fills. If hydrogen returns from the entry face and leaves as gas, the net flux falls as $c(0,t)$ rises.

A simple model takes a constant supply $S$ and a return proportional to the entry concentration:

$$
j_{\rm in}=S-kc(0,t).
$$

In the steady state $c(0)=j_\infty L/D$, so $j_\infty(1+B)=S$ with $B=kL/D$. The steady absorbed fraction is $\eta=j_\infty/S=1/(1+B)$.

Insert $c(0,t)=(S-j_{\rm in})/k$ in the equation for $dW/dt$, and subtract the steady balance, in which $dW/dt=0$:

$$
\left(L+\frac Dk\right)(j_{\rm in}-j_\infty)=\frac{dW}{dt}.
$$

Integrate over time with $W_\infty=j_\infty L^3/(3D)$. Since $L/(L+D/k)=B/(1+B)=1-\eta$, the surge is $j_\infty(1-\eta)L^2/(3D)$, and

$$
t_{\rm lag}=\frac{L^2}{2D}-(1-\eta)\frac{L^2}{3D}
=\frac{L^2}{6D}(1+2\eta).
$$

For $\eta=1$ this is the constant-flux result. For $\eta\to0$ the entry concentration is pinned near $S/k$, and $L^2/(6D)$ returns.

In this model $\eta$ depends on $k$ and not on $S$. Vary $k$, therefore, and adjust the supply so that the steady absorbed current stays at 5 µA/cm². At $\eta=0.95$ the lag is 4833 s, and the constant-flux formula overestimates $D$ by 3.4%. At $\eta=0.5$ the lag is 3333 s, and the formula gives $1.5\times10^{-6}$ cm²/s. With a supply of 1 mA/cm², $\eta=0.005$ and the lag is 1683 s. The formula then gives $2.97\times10^{-6}$ cm²/s, nearly three times too large.

So replacing six by two without examining the entry face can create the opposite error. Nor does a low current efficiency settle the matter by itself. If a fixed fraction of the current is lost whatever the value of $c(0,t)$, the net flux is still constant and the lag is still $L^2/(2D)$.

## Setting the model beside a real cell

The chosen thickness, diffusivity and current are round values meant to be plausible for a room-temperature double cell; they do not describe a particular metal, and diffusivities differ by orders of magnitude between metals. The constancy of the net entry flux needs particular checking, since hydrogen can return from the entry face and leave as gas at a rate that grows as the metal fills. The return model above shows that this can move the lag from 5000 s almost to 1667 s. Real return by recombination of two atoms need not be linear in $c(0)$, so the intermediate values belong to the linear model. A return proportional to $c(0)^2$ gives about 2930 s instead of 3333 s at $\eta=0.5$.

Trapping can act in the other direction. Suppose traps of density $N_T$ are in local equilibrium with the mobile hydrogen and have occupancy $Kc/(1+Kc)$. The steady mobile profile is unchanged, and $t_{\rm lag}=M_\infty/J_0$ still holds if $M_\infty$ includes trapped hydrogen. With $c_0=J_0L/D$ and $dx=-(L/c_0)\,dc$, the added lag is

$$
\Delta t=\frac{N_TL}{J_0c_0}\int_0^{c_0}\left(1-\frac1{1+Kc}\right)dc
=\frac{N_TL}{J_0}\left[1-\frac{\ln(1+Kc_0)}{Kc_0}\right].
$$

For the assumed values $N_T=10^{-6}$ mol/cm³ and $Kc_0=100$, this adds 1841 s. The lag becomes 6841 s, and $L^2/(2t_{\rm lag})$ gives $7.3\times10^{-7}$ cm²/s, an apparent value below the lattice diffusivity. For weak occupancy, $Kc\ll1$, the total hydrogen is $(1+N_TK)c$. Both entry conditions then obey the original equation with $D$ replaced by $D/(1+N_TK)$, and the factor of three between their lags remains. For saturated traps it does not: with the values above and the same $c_0$, the factor is about 2.7.

The other corrections are smaller for the values assumed here. If the exit removes hydrogen at the finite rate $k_{\rm exit}c(L)$, the steady profile is raised by $J_0/k_{\rm exit}$. The store grows by $J_0L/k_{\rm exit}$ and the lag by $L/k_{\rm exit}$, which is 100 s for $k_{\rm exit}=10^{-3}$ cm/s. If $D$ is thermally activated with a barrier of 0.1 eV, an error of 1 K near 298 K changes it by 1.3%. The change is proportional to the barrier; with this $D$, a prefactor of $10^{-3}$ cm²/s would imply 0.18 eV and 2.3%. For an assumed host with 0.14 mol of metal atoms per cm³, the entry face holds 37 hydrogen atoms per million metal atoms. This ratio is small, but it does not show that a given metal can hold so much hydrogen in solution. In iron, which has about this atomic density, the lattice solubility under 1 atm of hydrogen at room temperature is about three orders of magnitude lower. Whether the value can be reached depends on the solubility and on the charging conditions, and must be checked separately, as must the absence of a hydride.

Numbers in the example were calculated in double precision.
